# How precisely does a finite line determine its edge roughness?: verification in Python

```python
"""
Result under test: a Gaussian edge with correlation exp(-|u|/xi), measured
over length L, gives its rms roughness sigma with relative standard error
close to sqrt(xi/(2 L)); M independent edges give sqrt(xi/(2 M L)).
Symbols: sigma = true rms edge deviation, xi = correlation length,
L = trace length, M = number of edges, v = mean square deviation of a trace.
Simulated edges have sigma = 1, so their v is in units of sigma^2.
"""
import numpy as np
from numpy.polynomial.hermite_e import hermegauss, hermeval
from math import factorial
from scipy.integrate import dblquad, quad
from scipy.signal import lfilter

sigma = 1.0          # nm
xi = 20.0            # nm
L = 2000.0           # nm
pitch = 2.0          # nm
M = 50
noise = 0.5          # nm, white edge-detection noise
aperture = 2.0       # nm, averaging length along the edge
line_corr = 0.2      # correlation between profiles of different lines
skew_mix = 0.1       # quadratic admixture that makes the edge non-Gaussian
N = int(round(L / pitch))


def pair_average(length, decay):
    """Average of exp(-|x-y|/decay) over x and y in [0, length]."""
    q = decay / length
    return 2 * q * (1 - q * (1 - np.exp(-1 / q)))


# Fourth moment of two correlated Gaussian values, by quadrature
nodes, weights = hermegauss(12)
weights = weights / weights.sum()
for r in (0.3, 0.6, -0.8):
    a, b = np.meshgrid(nodes, nodes, indexing="ij")
    partner = r * a + np.sqrt(1 - r * r) * b
    moment = np.sum(np.outer(weights, weights) * a**2 * partner**2)
    assert abs(moment - 1 - 2 * r * r) < 1e-10

# Closed form of the pair average against direct double integration
for length, decay in ((L, xi / 2), (L, xi), (aperture, xi)):
    area, _ = dblquad(lambda y, x: np.exp(-(x - y) / decay),
                      0, length, 0, lambda x: x)
    assert abs(2 * area / length**2 / pair_average(length, decay) - 1) < 1e-6

var_v = 2 * pair_average(L, xi / 2)
err_one = 0.5 * np.sqrt(var_v)
err_simple = np.sqrt(xi / (2 * L))
err_fifty = err_one / np.sqrt(M)
mean_loss = pair_average(L, xi)
assert abs(err_one / err_simple - 1) < 0.005

# Sampled edge: exact moments from its covariance matrix
position = (np.arange(N) + 0.5) * pitch
distance = np.abs(position[:, None] - position[None, :])
C = np.exp(-distance / xi)
var_sampled = 2 * np.sum(C * C) / N**2
pitch_factor = (pitch / xi) / np.tanh(pitch / xi)
assert abs(var_sampled / var_v / pitch_factor - 1) < 1e-3
flat = np.ones(N) / np.sqrt(N)
tilt = position - position.mean()
tilt /= np.linalg.norm(tilt)
loss_mean_sampled = flat @ C @ flat / N
loss_tilt = loss_mean_sampled + tilt @ C @ tilt / N
assert abs(loss_mean_sampled / mean_loss - 1) < 0.002
PC = C - np.outer(flat, flat @ C)
var_centred = 2 * np.sum(PC * PC.T) / N**2
err_centred = 0.5 * np.sqrt(var_centred) / (1 - loss_mean_sampled)

# Fisher information for ln(sigma) and ln(xi)
G = np.linalg.solve(C, C * distance / xi)
info = np.array([[2.0 * N, np.trace(G)],
                 [np.trace(G), 0.5 * np.sum(G * G.T)]])
bound_unknown = np.sqrt(np.linalg.inv(info)[0, 0])
bound_known = np.sqrt(1 / info[0, 0])
assert abs(bound_unknown / err_one - 1) < 0.03

# Predictions for the neglected effects
ratio = (noise / sigma)**2
var_noisy = var_sampled + 2 / N * (2 * ratio + ratio**2)
noise_bias = np.sqrt(1 + ratio) - 1
aperture_bias = np.sqrt(pair_average(aperture, xi)) - 1
shared_factor = np.sqrt(1 + (M - 1) * line_corr**2)


def skew_edge(z):
    return (z + skew_mix * (z * z - 1)) / np.sqrt(1 + 2 * skew_mix**2)


var_skew = 0.0
for k in range(1, 5):
    basis = hermeval(nodes, [0] * k + [1])
    coef = np.sum(weights * skew_edge(nodes)**2 * basis) / factorial(k)
    var_skew += coef**2 * factorial(k) * pair_average(L, xi / k)
skewness = np.sum(weights * skew_edge(nodes)**3)
smooth_area = 2 * quad(lambda u: np.exp(-2 * (u / xi)**2), 0, 10 * xi)[0]
err_smooth = 0.5 * np.sqrt(2 * smooth_area / L)

# Simulation of many edges, in groups of M
rng = np.random.default_rng(12345)
step_corr = np.exp(-pitch / xi)
kick = np.sqrt(1 - step_corr**2)


def make_edges(count):
    w = rng.standard_normal((count, N))
    w[:, 0] /= kick
    return lfilter([kick], [1, -step_corr], w, axis=1)


def mean_square(e):
    return np.einsum("ij,ij->i", e, e) / N


groups = 20
store = {name: [] for name in
         ("raw", "centred", "detrended", "noisy", "skew", "shared")}
for _ in range(40):
    z = make_edges(groups * M)
    raw = mean_square(z)
    centred = raw - (z @ flat)**2 / N
    store["raw"].append(raw)
    store["centred"].append(centred)
    store["detrended"].append(centred - (z @ tilt)**2 / N)
    measured = z + noise / sigma * rng.standard_normal(z.shape)
    store["noisy"].append(mean_square(measured) - ratio)
    store["skew"].append(mean_square(skew_edge(z)))
    common = np.repeat(make_edges(groups), M, axis=0)
    mixed = np.sqrt(line_corr) * common + np.sqrt(1 - line_corr) * z
    store["shared"].append(mean_square(mixed))
sim = {name: np.concatenate(parts) for name, parts in store.items()}


def pooled_sigma(v):
    return np.sqrt(v.reshape(-1, M).mean(axis=1))


sim_one = np.sqrt(sim["raw"]).std()
root_bias = np.sqrt(sim["raw"]).mean() - 1
pooled = pooled_sigma(sim["centred"] / (1 - mean_loss))
sim_fifty = pooled.std()
sim_shared = pooled_sigma(sim["shared"]).std()
sim_mean_loss = np.mean(sim["raw"] - sim["centred"])
sim_tilt_loss = np.mean(sim["raw"] - sim["detrended"])

# Tolerances are about four or more statistical errors of the simulation
assert abs(sim_one / err_one - 1) < 0.03
assert abs(root_bias + var_v / 8) < 0.0015
assert abs(sim_fifty / err_fifty - 1) < 0.11
assert abs(pooled.mean() - 1) < 0.002
assert abs(sim_mean_loss - mean_loss) < 0.001
assert abs(sim_tilt_loss - loss_tilt) < 0.001
assert abs(sim["centred"].std() / np.sqrt(var_centred) - 1) < 0.02
assert abs(sim["noisy"].std() / np.sqrt(var_noisy) - 1) < 0.02
assert abs(sim["skew"].std() / np.sqrt(var_skew) - 1) < 0.025
assert abs(sim_shared / (err_fifty * shared_factor) - 1) < 0.12


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("True sigma", sigma, "nm", 1)
show("Correlation length", xi, "nm", 1)
show("Trace length", L, "nm", 0)
show("Sampling pitch", pitch, "nm", 1)
print(f"Points per trace: {N}; edges pooled: {M}")
show("Independent values per trace, L/xi", L / xi, "(number)", 0)
show("Relative variance of v, leading 2 xi/L", 2 * xi / L, "", 5)
show("Relative variance of v, finite L", var_v, "", 5)
show("Relative error of v, one edge", 100 * np.sqrt(var_v), "%")
show("Sigma error, one edge, simple formula", 100 * err_simple, "%")
show("Sigma error, one edge, finite L", 100 * err_one, "%")
show("Sigma error, one edge, simulated", 100 * sim_one, "%")
show("Sigma error, one edge", sigma * err_one, "nm", 4)
show("Sigma error, two independent edges", 100 * err_one / 2**0.5, "%")
show("Sigma error, fifty edges, simple",
     100 * err_simple / np.sqrt(M), "%")
show("Sigma error, fifty edges, finite L", 100 * err_fifty, "%")
show("Sigma error, fifty edges, simulated", 100 * sim_fifty, "%")
show("Sigma error, fifty edges", sigma * err_fifty, "nm", 4)
show("Total length for 1 % error", xi / (2 * 0.01**2) / 1000, "um", 1)
print(f"Simulated edges: {sim['raw'].size}; groups: {pooled.size}")
show("Root-curvature bias, predicted", -100 * var_v / 8, "%")
show("Root-curvature bias, simulated", 100 * root_bias, "%")
show("Variance lost to fitted mean, formula", 100 * mean_loss, "%")
show("Variance lost to fitted mean, simulated", 100 * sim_mean_loss, "%")
show("Sigma bias from fitted mean",
     100 * (np.sqrt(1 - mean_loss) - 1), "%")
show("Variance lost to mean and tilt, matrix", 100 * loss_tilt, "%")
show("Variance lost to mean and tilt, simulated",
     100 * sim_tilt_loss, "%")
show("Sigma bias from mean and tilt",
     100 * (np.sqrt(1 - loss_tilt) - 1), "%")
show("One-edge error after mean correction", 100 * err_centred, "%")
show("Variance factor from finite pitch", pitch_factor, "", 5)
show("Fisher bound, xi unknown", 100 * bound_unknown, "%")
show("Fisher bound, xi known", 100 * bound_known, "%")
show("Detection noise", noise, "nm", 1)
show("Sigma bias if noise is not subtracted", 100 * noise_bias, "%")
show("One-edge error with noise subtracted",
     50 * np.sqrt(var_noisy), "%")
show("Averaging aperture", aperture, "nm", 1)
show("Sigma bias from aperture", 100 * aperture_bias, "%")
show("Assumed line-to-line correlation", line_corr, "", 1)
show("Error factor for fifty correlated lines", shared_factor, "")
show("Fifty-line error, correlated, predicted",
     100 * err_fifty * shared_factor, "%")
show("Fifty-line error, correlated, simulated", 100 * sim_shared, "%")
show("Skewness of non-Gaussian edge", skewness, "")
show("One-edge error, skewed, predicted", 50 * np.sqrt(var_skew), "%")
show("One-edge error, skewed, simulated", 50 * sim["skew"].std(), "%")
show("One-edge error, correlation exp(-(u/xi)^2)", 100 * err_smooth, "%")
print("ALL CHECKS PASSED")
```

It prints:

```
True sigma: 1.0 nm
Correlation length: 20.0 nm
Trace length: 2000 nm
Sampling pitch: 2.0 nm
Points per trace: 1000; edges pooled: 50
Independent values per trace, L/xi: 100 (number)
Relative variance of v, leading 2 xi/L: 0.02000 
Relative variance of v, finite L: 0.01990 
Relative error of v, one edge: 14.107 %
Sigma error, one edge, simple formula: 7.071 %
Sigma error, one edge, finite L: 7.053 %
Sigma error, one edge, simulated: 7.003 %
Sigma error, one edge: 0.0705 nm
Sigma error, two independent edges: 4.987 %
Sigma error, fifty edges, simple: 1.000 %
Sigma error, fifty edges, finite L: 0.997 %
Sigma error, fifty edges, simulated: 1.014 %
Sigma error, fifty edges: 0.0100 nm
Total length for 1 % error: 100.0 um
Simulated edges: 40000; groups: 800
Root-curvature bias, predicted: -0.249 %
Root-curvature bias, simulated: -0.267 %
Variance lost to fitted mean, formula: 1.980 %
Variance lost to fitted mean, simulated: 1.966 %
Sigma bias from fitted mean: -0.995 %
Variance lost to mean and tilt, matrix: 3.923 %
Variance lost to mean and tilt, simulated: 3.907 %
Sigma bias from mean and tilt: -1.981 %
One-edge error after mean correction: 7.064 %
Variance factor from finite pitch: 1.00333 
Fisher bound, xi unknown: 7.051 %
Fisher bound, xi known: 2.236 %
Detection noise: 0.5 nm
Sigma bias if noise is not subtracted: 11.803 %
One-edge error with noise subtracted: 7.262 %
Averaging aperture: 2.0 nm
Sigma bias from aperture: -1.639 %
Assumed line-to-line correlation: 0.2 
Error factor for fifty correlated lines: 1.720 
Fifty-line error, correlated, predicted: 1.716 %
Fifty-line error, correlated, simulated: 1.703 %
Skewness of non-Gaussian edge: 0.590 
One-edge error, skewed, predicted: 7.949 %
One-edge error, skewed, simulated: 7.938 %
One-edge error, correlation exp(-(u/xi)^2): 7.916 %
ALL CHECKS PASSED
```
